# Why an insulator charges towards one unity-yield crossover and away from the other

An isolated insulator under an electron beam stops charging when each arriving electron releases, on average, one electron. For a typical insulator this balance occurs at two landing energies, $E_1<E_2$. Near either of them a small departure $x=E-E_i$ obeys

$$\frac{dx}{dt}=\lambda_i x,\qquad \lambda_i=\frac{eI}{C}\,\sigma'(E_i),$$

where $I$ is the beam current, $C$ the capacitance of the irradiated patch to ground and $\sigma(E)$ the total electron yield. The yield falls with energy at $E_2$, so $\lambda_2<0$ and the departure dies away. It rises with energy at $E_1$, so $\lambda_1>0$ and the departure grows. The result requires that the emitted electrons leave for good. That condition fails when the surface becomes positive in grounded surroundings, a case treated separately below.

## The surface-potential equation

Let the patch have potential $V$ relative to the grounded column, and let the beam have kinetic energy $E_0$ in the column. An electron has charge $-e$, so its potential energy at the surface is $-eV$. Energy conservation gives the landing energy

$$E=E_0+eV.$$

A negative surface slows the beam. With energies in eV and potentials in volts, $eV$ has the same numerical value as $V$.

Take $I>0$ as the magnitude of the arriving current. The arriving electrons change the patch charge $Q$ at the rate $-I$. The yield $\sigma$ counts all electrons sent out per electron in, both secondary and backscattered, so the departing electrons change $Q$ at the rate $+\sigma I$. Without leakage, and with $Q=CV$,

$$C\frac{dV}{dt}=I\,[\sigma(E)-1].$$

Here $V$ and $I$ are averages over the scanned patch and over a scan frame short compared with the charging times. Since $E_0$ is fixed, $dE/dt=e\,dV/dt$, and therefore

$$\frac{dE}{dt}=\frac{eI}{C}\,[\sigma(E)-1].$$

A typical insulator has a yield below one at very low energy, above one between $E_1$ and $E_2$, and below one again at higher energy. The landing energy thus decreases when it is below $E_1$, increases between the crossovers and decreases when it is above $E_2$. Motion on both sides of $E_2$ is towards it, and motion on both sides of $E_1$ is away from it.

## Linearising about each crossover

Write $E=E_i+x$ and expand the yield:

$$\sigma(E_i+x)=\sigma(E_i)+\sigma'(E_i)x+\tfrac12\sigma''(E_i)x^2+\dots$$

The first term is one, by definition of a crossover, and cancels the $-1$ in the charging equation. The quadratic term is negligible when $|x|\ll 2|\sigma'/\sigma''|$. What remains is $dx/dt=\lambda_i x$, with solution

$$x(t)=x(0)\,e^{\lambda_i t}.$$

The feedback can be followed physically. Suppose the surface becomes slightly too negative, so that electrons land with slightly too little energy. Near $E_2$ this raises the yield above one. The patch loses electrons, its potential rises and the error is corrected. Near $E_1$ the same disturbance lowers the yield below one. The patch gains electrons, becomes still more negative and slows the beam further.

The current and capacitance set how fast this happens. Both are positive, so they cannot change the sign of $\lambda_i$. The slope of the yield decides the stability.

## Why the two slopes have opposite signs

A simple model of secondary emission shows where the slopes come from. Let a primary electron lose its energy uniformly along a range $R$, creating secondaries in proportion to the energy lost. Let a secondary created at depth $z$ escape with a probability proportional to $e^{-z/L}$, where $L$ is the escape depth. The secondary yield is then

$$\delta=K\frac{E}{R}\int_0^R e^{-z/L}\,dz
=K\frac{EL}{R}\left(1-e^{-R/L}\right),$$

with $K$ a material constant. Define $s=R/L$ and take $R\propto E^n$ with $n>1$. Then

$$\delta=KE\,\frac{1-e^{-s}}{s},\qquad \frac{ds}{d\ln E}=ns.$$

Taking the logarithm and differentiating gives

$$\frac{d\ln\delta}{d\ln E}
=1+ns\left(\frac{e^{-s}}{1-e^{-s}}-\frac1s\right)
=\frac{ns}{e^s-1}-(n-1)\equiv b(s).$$

Let the backscatter yield $\eta$ be constant, so that $\sigma=\eta+\delta$ and $\sigma'=\delta'$. At a crossover $\delta=1-\eta$. Since $\delta'=\delta\,b/E$,

$$\sigma'(E_i)=\frac{1-\eta}{E_i}\,b(s_i).$$

For small $s$, $s/(e^s-1)\to1$ and $b\to+1$. The range is then shorter than the escape depth, nearly every secondary is born within reach of the surface, and more beam energy produces more of them. For large $s$, the exponential makes the first term vanish and $b\to-(n-1)$. More energy still creates more secondaries in total, but it spreads them over a range that grows faster than the energy, so fewer are born near the surface.

Between these limits $b$ changes sign once. The derivative of $s/(e^s-1)$ has the sign of $g(s)=e^s(1-s)-1$. Since $g(0)=0$ and $g'(s)=-se^s<0$, this derivative is negative for all $s>0$, and $b$ decreases steadily. The secondary yield therefore has one maximum. If that maximum exceeds $1-\eta$, there is one crossover on the rising side and one on the falling side.

## A silica film at 3500 eV

Consider a 10 µm silica film on grounded silicon, scanned over a square of side 500 µm with 100 pA. With relative permittivity 3.9, the parallel-plate formula gives

$$C=\frac{\varepsilon_0\varepsilon_r A}{d}=0.863\ \text{pF},\qquad \frac IC=115.8\ \text{V/s}.$$

Rough yield parameters are $\eta=0.15$, $n=1.67$ and a largest secondary yield $\delta_m=2.5$ at $E_m=400$ eV. Setting $b=0$ at the maximum gives $s_m=1.614$. Hence $s=1.614(E/E_m)^{1.67}$, and fixing $K$ by the peak value gives

$$\delta=\delta_m\left(\frac{E}{E_m}\right)^{1-n}\frac{1-e^{-s}}{1-e^{-s_m}}.$$

At the upper crossover $s$ is about 41, so $e^{-s}$ can be dropped. The condition $\delta=0.85$ becomes

$$\left(\frac{E_2}{400\ \text{eV}}\right)^{0.67}=\frac{2.5}{0.85(1-e^{-1.614})}=3.67,$$

which gives $E_2\approx2788$ eV. The lower crossover, found numerically, is $E_1=70.5$ eV, where $s=0.089$ and $b=0.927$. The slopes are

$$\sigma'(E_1)=\frac{0.85}{70.5}(0.927)=+0.0112\ \text{eV}^{-1},$$

$$\sigma'(E_2)=\frac{0.85}{2788}(-0.670)=-2.04\times10^{-4}\ \text{eV}^{-1}.$$

Multiplication by 115.8 eV/s gives $\lambda_1=+1.29\ \text{s}^{-1}$ and $\lambda_2=-0.0237\ \text{s}^{-1}$. A departure from $E_1$ grows by a factor $e$ in 0.77 s, whereas one from $E_2$ shrinks by that factor in 42 s. At the same current and capacitance, the ratio of the rates is

$$\frac{\lambda_1}{|\lambda_2|}=\frac{E_2}{E_1}\,\frac{0.927}{0.670}\approx55.$$

Most of this contrast comes from $E_2/E_1\approx40$: a given change in eV is a much larger fraction of the lower landing energy.

These rates were tested by adding charge in small packets with the full yield curve, starting 0.1 eV either side of $E_1$ and 5 eV either side of $E_2$. The measured growth and decay rates agreed with $\lambda_i$ to within 1% of its value.

The equilibrium surface potentials are $V_2=-712$ V and $V_1=-3430$ V. An uncharged film exposed to the 3500 eV beam has yield 0.88. It charges negatively until its electrons land at $E_2$. To place it at $E_1$, it must first be charged by other means. For example, a beam of energy $2787.7+3429.5=6217.2$ eV would bring it to $V_1$ at its own stable point. In this uniform-patch model without leakage, and after a wait of many 42 s time constants, switching to 3500 eV would then leave the landing energy at $E_1$. The placement is delicate. A beam of 6218 eV leaves the landing energy 0.8 eV too low, and it falls to zero in 3.4 s. The leakage considered below holds the surface near $-3388$ V, so the landing energy after the switch is about 112 eV.

## Large departures

The linear law is local, but the charging equation can be integrated over any interval that does not contain a crossover:

$$t=\frac{C}{eI}\int_{E_a}^{E_b}\frac{dE}{\sigma(E)-1}.$$

For the uncharged film, the initial excess over $E_2$ is 712 eV. Reducing it to one tenth takes 105 s, compared with $\ln(10)/|\lambda_2|=97$ s from the linear law. The difference follows from the curvature of the yield. Near and above $E_2$, with $e^{-s}$ negligible,

$$\sigma-1\approx(1-\eta)\left[\left(\frac{E}{E_2}\right)^{1-n}-1\right].$$

This curve is convex and lies above its tangent. Above $E_2$ its negative value is therefore smaller in size than the linear estimate, and the return is slower. The true rate has fallen to 90% of the linear rate at 374 eV above $E_2$. At the lower crossover the same loss occurs 62 eV above $E_1$.

Two starts on opposite sides of $E_1$ show the separation of the final states. From 1 eV above $E_1$, the landing energy climbs to 90% of $E_2$ in 68 s, and after 900 s it is 2788 eV to the nearest eV. From 1 eV below, it falls to 1 eV in 3.2 s. The surface then approaches $-3500$ V, where the beam turns back before landing and can deliver no more charge.

The last few eV of that fall lie outside the reliable range of the yield model. If reflection of slow electrons raises the total yield to one at some small energy, charging stops there instead. If that reflection is negligible near $E_1$, the departure from $E_1$ is unaffected.

## What changes on a positive surface

Suppose now that an uncharged film is exposed to a 1000 eV beam, between the two crossovers. The first yield is 1.838, so the surface becomes positive. The simple equation would carry the landing energy up to $E_2$, which requires a surface potential of about $+1788$ V. In grounded surroundings, however, a positive surface pulls slow secondaries back.

Let $f(V)$ be the fraction of secondaries with enough energy to escape. The effective yield is

$$\sigma_{\rm eff}(V)=\eta+\delta(E_0+eV)f(V).$$

Backscattered electrons are assumed to escape, and the barrier is taken to select secondaries by total kinetic energy. For a model energy spectrum proportional to $w/(w+w_0)^4$, put $y=w+w_0$. The part above $U=eV$ is

$$\int_{U+w_0}^{\infty}\left(\frac1{y^3}-\frac{w_0}{y^4}\right)dy
=\frac1{2(U+w_0)^2}-\frac{w_0}{3(U+w_0)^3}
=\frac{3U+w_0}{6(U+w_0)^3}.$$

Division by its value at $U=0$, which is $1/(6w_0^2)$, gives

$$f=\frac{1+3u}{(1+u)^3},\qquad u=\frac{eV}{w_0}.$$

With the rough value $w_0=5$ eV, the effective yield reaches one at $V=+4.9$ V. About half the secondaries then escape, and the landing energy is 1005 eV, far below $E_2$.

This third equilibrium can be linearised in the same way. Its slope is

$$\frac{d\sigma_{\rm eff}}{dV}=e\,\delta'(E)f+\delta(E)\frac{df}{dV},\qquad
\frac{df}{dV}=-\frac{e}{w_0}\frac{6u}{(1+u)^4}.$$

The result is $-0.129$ per volt, which gives a stable state with a time constant of 0.067 s. It is stabilised mainly by recapture of secondaries, because a few volts alter $f$ strongly while hardly changing the landing energy. The numbers depend on how the barrier selects electrons. A planar barrier acting on the normal part of the energy, with a cosine emission law, gives $+2.0$ V and 0.036 s instead.

Attraction to $E_2$ from below is therefore real when the surface is already negative, as it is in the 3500 eV example. From an uncharged surface with $E_1<E_0<E_2$, it would require an extraction field able to remove the secondaries all the way up to $V=(E_2-E_0)/e$. With $E_0<E_1$ the uncharged surface instead goes negative, towards beam reflection.

## Comparison with a real silica film

A silica layer about 10 µm thick on silicon is a realistic waveguide cladding, but the yield parameters are rough, so both modelled crossovers are illustrative. A major uncertainty is the yield curve itself. Changing $\delta_m$ by $-20\%$ or $+20\%$, with the other parameters fixed, moves $E_2$ to 1998 or 3660 eV. In the second case the 3500 eV beam lies below $E_2$, so an uncharged film would go slightly positive instead of to $-712$ V. The range exponent matters still more: $n=1.8$, $1.5$ and $1.35$ give $E_2\approx2150$, $4780$ and $11\,900$ eV. The crossover should therefore be measured on the actual surface before it is used to choose a beam energy.

Real films also leak. For a resistance $R_\ell$ to ground, the balance becomes $\sigma-1=V/(IR_\ell)$. A rough resistivity of $10^{16}$ Ω cm gives $R_\ell=4\times10^{15}$ Ω. At the upper crossover the right-hand side is $-712/(4\times10^5)=-0.0018$, and division by the slope gives a shift of about $+9$ eV. At the lower crossover the shift is $-0.8$ eV. Leakage also adds a direct term $-1/(R_\ell C)\approx-3\times10^{-4}\ \text{s}^{-1}$ to each rate, and the yield slope changes slightly at the shifted equilibrium. Both effects are far too small to stabilise $E_1$. These figures assume ohmic leakage at the stated resistivity, but conduction through traps can be much stronger at fields of MV/cm, and the tunnelling estimate below does not include it. At $10^{15}$ Ω cm the shifts become $+79$ and $-8$ eV, and at $10^{14}$ Ω cm the lower equilibrium no longer exists.

The mean oxide field is 0.71 MV/cm at the upper equilibrium and 3.43 MV/cm at the lower one. Both are below the roughly 10 MV/cm that good thin thermal oxide withstands. Thick or deposited films can break down at a few MV/cm, however, so the lower equilibrium may be out of reach in a real cladding. The tunnelling current estimated from the mean field, even at full beam reflection, is negligible beside the beam current. Edge fields increase the capacitance by at most an estimated 13%, which lengthens the times in proportion without moving the crossovers.

The assumption of a fixed yield curve is less secure at $E_1$. The mean oxide field acting over a 5 nm escape depth corresponds to 1.7 eV there, comparable with the energies of slow secondaries, against 0.4 eV at $E_2$. The actual field in the escape layer depends on where the charge is trapped, so these values indicate a scale and not a correction. The relation $Q=CV$ also places all charge at one depth. At $\sigma=1$ the net charge is constant, but primaries at $E_2$ stop as deep as about 200 nm, while secondaries leave from the top few nm. Without conduction between these layers, the field between them would grow by about 0.1 MV/cm per second, and the landing energy at which $V$ stays constant would lie 40 to 90 eV above $E_2$. Over times of 100 s and more, the model therefore relies on conduction within the irradiated layer to recombine this charge. Deflection of the beam and uneven charging across the patch are also left out. Deflection matters most at $E_1$, where the beam loses 98% of its energy on approach and the sideways field near the patch can turn it strongly. Part of the beam may then land obliquely or miss the patch. The values at $E_1$ therefore describe an idealised uniform patch that receives the full current at normal incidence. The remaining values are listed in the numerical output.

## Calculated quantities

```
film thickness 10 um; scanned side 500 um
relative permittivity 3.9 (rough)
beam current 100 pA; beam energy 3500 eV
largest secondary yield 2.50 at 400 eV (rough)
backscatter yield 0.15; range power 1.67 (rough)
range/escape depth at yield maximum 1.614
capacitance 0.863 pF; I/C 115.8 V/s
lower crossover 70.5 eV; potential -3429.5 V
lower range/escape depth 0.0890
lower slope bracket +0.9268
lower yield slope +1.1169e-02 per eV
lower rate +1.2938 1/s; time 0.773 s
lower linear rate 10% too large at +62.1 eV
upper crossover 2787.7 eV; potential -712.3 V
upper range/escape depth 41.3077
upper slope bracket -0.6700
upper yield slope -2.0429e-04 per eV
upper rate -0.0237 1/s; time 42.257 s
upper linear rate 10% too large at +373.5 eV
at 60.5 eV: yield 0.8867, dE/dt -13.12 eV/s
at 80.5 eV: yield 1.1100, dE/dt +12.75 eV/s
at 2687.7 eV: yield 1.0211, dE/dt +2.44 eV/s
at 2887.7 eV: yield 0.9802, dE/dt -2.30 eV/s
yield at 3500 eV: 0.8798
uncharged start to 2858.9 eV (10% excess): 105.4 s
linear estimate of that time: 97.3 s
lower +1 eV to 2508.9 eV: 68.3 s
lower -1 eV to 1 eV: 3.21 s
lower +1 eV start, landing energy after 900 s: 2787.7 eV
weak beam 1000 eV; spectrum scale 5.0 eV (rough)
weak beam uncharged yield 1.838
weak beam final potential +4.93 V; landing 1004.9 eV
escape fraction there 0.505
effective slope there -0.1285 per V; time 0.067 s
resistivity 1e+16 ohm cm (rough)
leakage shifts: lower -0.77 eV, upper +8.63 eV
oxide field: lower 3.43, upper 0.71 MV/cm
field at full beam reflection 3.50 MV/cm
breakdown field 10 MV/cm (rough)
tunnel barrier 3.0 eV; mass ratio 0.4 (rough)
tunnel current at full reflection 2e-21 A/cm2
beam current density 4.0e-08 A/cm2
edge capacitance, upper estimate 12.6 %
escape depth 5 nm (rough); range at beam energy 302 nm
range/film thickness 3.0 %
field x escape depth: lower 1.71, upper 0.36 eV
peak yield -20%: crossovers 90.1, 1998 eV
peak yield +20%: crossovers 58.1, 3660 eV
```
